Alloy instability at a free surface above the bulk coherent spinodal

**Q:** Coherency strain stabilises a mixed alloy: unmixing must pay elastic energy, so the spinodal is pushed down in temperature. Why should a surface, a negligible part of the volume, change that?

**A:** An instability needs one composition pattern that lowers the free energy, and that pattern may live near the surface. The question is how much less elastic energy it costs there.

Take an elastically isotropic alloy with composition c₀ + φ and stress-free strain ηφδᵢⱼ. Strains are small and the moduli do not depend on composition. The uniform state is unstressed, so a film is lattice matched to its substrate at c₀. Composition is conserved, ∫φ dV = 0, which removes the term linear in φ. To second order,

F = ∫[½f″φ² + ½κ|∇φ|²] dV + W,

where f″ is the curvature of the chemical free energy density at c₀, κ > 0 is the gradient coefficient and W is the elastic energy.

**Q:** Fix the bulk reference first. What does W cost far from any surface?

**A:** Let μ be the shear modulus, ν Poisson's ratio, E = 2μ(1+ν) and λ = 2μν/(1−2ν). The stress is

σᵢⱼ = λδᵢⱼ∇·u + 2μεᵢⱼ − (3λ+2μ)ηφδᵢⱼ.

Try u = ∇ψ. Then ∂ⱼσᵢⱼ = ∂ᵢ[(λ+2μ)∇²ψ − (3λ+2μ)ηφ], which vanishes if

∇²ψ = Aφ, A = η(3λ+2μ)/(λ+2μ) = η(1+ν)/(1−ν).

Replacing (3λ+2μ)ηφ by (λ+2μ)∇²ψ in the stress gives

σᵢⱼ = 2μ(∂ᵢ∂ⱼψ − δᵢⱼ∇²ψ), σₖₖ = −4μAφ.

The elastic energy is W = ½∫σᵢⱼ(εᵢⱼ − ηφδᵢⱼ) dV. Integration by parts removes ∫σᵢⱼεᵢⱼ dV, because the stress is in equilibrium and the boundary does no work. Hence

W = −½η∫φσₖₖ dV = 2μηA∫φ² dV = M∫φ² dV, M = 2μηA = Eη²/(1−ν).

The cost does not depend on the shape of the modulation. The coefficient of φ² in F is ½(f″ + 2M), and the gradient cost vanishes for long waves, so the bulk coherent spinodal is f″ = −2M. The chemical spinodal, without elasticity, is f″ = 0.

**Q:** Now cut the crystal. The bulk stress will not leave the new face free of traction.

**A:** It will not, and the correction can be found in closed form. Let the alloy fill z > 0 with a flat free face at z = 0, and take φ = q(z)cos kx with k > 0. Set ψ = p(z)cos kx, so that

p″ − k²p = Aq, p(0) = 0, p → 0 at depth.

The normal traction is σ_zz = −2μ∂ₓ²ψ = 2μk²p cos kx, which vanishes at the face. The shear is σ_xz = −2μk p′(0) sin kx. To find p′(0), multiply the equation for p by e^(−kz) and integrate by parts twice:

∫p″e^(−kz) dz = −p′(0) − kp(0) + k²∫p e^(−kz) dz.

With p(0) = 0 this leaves

−p′(0) = AQ, Q = ∫₀^∞ q e^(−kz) dz.

The face therefore carries the unwanted shear 2μkAQ sin kx.

To cancel it, add a plane-strain field with Airy function χ = bz e^(−kz)cos kx, for which σ_xx = ∂_z²χ, σ_zz = ∂ₓ²χ and σ_xz = −∂ₓ∂_zχ. At z = 0 its normal traction is zero and its shear is kb sin kx, so b = −2μAQ. Since (z e^(−kz))″ = (k²z − 2k)e^(−kz),

σ_xx + σ_zz = ∇²χ = −2kb e^(−kz)cos kx = 4μkAQ e^(−kz)cos kx.

Plane strain adds σ_yy = ν(σ_xx + σ_zz), so the trace of the added stress is (1+ν) times this expression.

The total field has no traction at the face, so W = −½η∫φσₖₖ dV still holds. The average of cos²kx is ½. Per unit area of surface, the bulk part of the stress gives μηA∫q² dz = ½M∫q² dz. The added part gives

−½η · ½ · 4μkA(1+ν)Q · Q = −½M(1+ν)kQ².

Together,

W/area = ½M[∫q² dz − (1+ν)kQ²].

The surface term is never positive. A direct numerical minimisation over displacements, which uses neither ψ nor χ, reproduces this energy to a relative error of about 10⁻¹¹ for several profiles, wavenumbers and Poisson ratios.

**Q:** A negative correction may still be tiny. How large can it be?

**A:** The Cauchy–Schwarz inequality gives

Q² ≤ ∫q² dz · ∫e^(−2kz) dz = (1/2k)∫q² dz,

with equality for q ∝ e^(−kz). Therefore

W/area ≥ ½M · ½(1−ν)∫q² dz,

and this minimum is reached. The least elastic penalty is (1−ν)/2 of the bulk one. For ν = 0.3 that is 0.35, and diagonalising the directly minimised energy over all depth profiles also gives 0.350000.

The relief is not a small surface-to-volume effect because the mode and the relaxation field share the same depth, 1/k. A general φ is a sum of in-plane Fourier components. These do not mix in a quadratic energy that is invariant under in-plane translation, and isotropy makes their directions equivalent. The laterally uniform component gets no relief, because it cannot strain the crystal sideways.

**Q:** Is the free face really the cause, or would any boundary do?

**A:** Hold the face rigidly instead, so u = 0 at z = 0. Extend u and φ by zero into z < 0. The extended displacement is continuous and adds no energy, so it is a permitted trial field for the infinite crystal, whose minimum is M∫φ² dV. The rigid half-crystal therefore cannot cost less than the bulk. The direct calculation gives a least penalty ratio of 1.000000 for a rigid face. A modulation buried far below a free face also recovers the bulk energy. A face that can only slide, or only move along its normal, also gives a ratio of 1. The gain needs a face released in both shear and normal traction, and a modulation within reach of it.

**Q:** You have lowered the elastic energy. Where is the instability?

**A:** Define a = f″ + 2M, the distance above the coherent spinodal: a > 0 means that the bulk is stable. Including the gradient energy and the factor ½ from cos²kx or sin²kx, the free energy per area obeys

4F/area = ∫[(a + κk²)q² + κq′²] dz − 2M(1+ν)kQ².

For long waves, take q = e^(−kz). Then ∫q² dz = 1/(2k) and Q = 1/(2k), so

4F/area = [a + 2κk² − M(1+ν)]/(2k).

This is negative for a < M(1+ν) − 2κk². A range with a > 0 thus exists in which the bulk is stable and the surface mode is not. Conversely, Cauchy–Schwarz gives

4F/area ≥ [a + κk² − M(1+ν)]∫q² dz,

so no mode is unstable at a ≥ M(1+ν). The free-surface limit is a = M(1+ν), that is

f″ = −M(1−ν),

approached as k → 0 in a thick crystal. At any finite wavelength the threshold is lower.

**Q:** That trial profile has a slope at the surface. What is the true threshold at finite k?

**A:** Make F stationary with respect to q:

−κq″ + (a + κk²)q = 2M(1+ν)kQ e^(−kz), q′(0) = 0.

The boundary condition follows because the surface energy is taken not to depend on composition. With s² = k² + a/κ and s > 0, the decaying solution is

q = C[e^(−kz) − (k/s)e^(−sz)], C = 2M(1+ν)kQ/a.

The second term makes the slope vanish at z = 0. Computing Q from this q gives

Q = C[1/(2k) − k/(s(s+k))].

Insert C and divide by Q:

a = M(1+ν)[1 − 2k²/(s(s+k))] = M(1+ν)(s−k)(s+2k)/[s(s+k)].

Since a = κ(s−k)(s+k), the common factor s−k cancels:

κs(s+k)² = M(1+ν)(s+2k).

The ratio s(s+k)²/(s+2k) rises steadily from zero to infinity, because its logarithmic derivative 1/s + 2/(s+k) − 1/(s+2k) is positive. There is one root s. It gives a > 0 when s > k, which requires the ratio at s = k, equal to 4k²/3, to lie below M(1+ν)/κ:

k² < k_c² = 3M(1+ν)/(4κ).

Every wavelength longer than 2π/k_c has a surface mode that is unstable somewhere above the bulk coherent spinodal. To see the approach to the long-wave limit, write s(s+k)² = s²(s+2k) + sk². The root equation becomes κs² = M(1+ν) − κsk²/(s+2k), and subtracting κk² gives

a = M(1+ν) − 2κk²(s+k)/(s+2k).

**Q:** A negative second variation is a statement about energy. Does the pattern actually grow?

**A:** Under conserved diffusion with constant mobility m and no flux through the boundary, it does. The law is ∂φ/∂t = m∇²(δF/δφ). Write δF/δφ = Hφ, so that 2F = ⟨φ,Hφ⟩, and N = −∇², which is positive on modulations of zero mean. Then N⁻¹∂φ/∂t = −mHφ. Both N⁻¹ and H are symmetric, so the largest growth rate is

r = m · max[−2F/⟨φ,N⁻¹φ⟩].

It is positive when some φ has F < 0. The full effect needs atoms that can diffuse over the depth of the mode, roughly 1/k. If only a thinner top layer is mobile, the pattern is confined to that layer and the threshold is lower. The gradient energy ties φ to zero at the frozen alloy beneath, so the loss is larger than for the thin film treated below. For the model alloy below, a mobile layer thinner than about 1.2 nm has no mode unstable above the bulk coherent spinodal.

**Q:** Turn f″ into temperature.

**A:** Use a regular solution, a mean-field model, with interaction Ω and volume v per site:

f = {Ωc(1−c) + k_BT[c ln c + (1−c)ln(1−c)]}/v.

Two derivatives give f″ = [k_BT/(c₀(1−c₀)) − 2Ω]/v. Setting f″ = a − 2M yields

k_BT = c₀(1−c₀)[2Ω − 2Mv + va].

The coherent spinodal T_coh has a = 0, the surface limit T_surf has a = M(1+ν), and the chemical spinodal T_chem has a = 2M. Hence

T_surf − T_coh = c₀(1−c₀)(1+ν)Mv/k_B > 0,

(T_surf − T_coh)/(T_chem − T_coh) = (1+ν)/2.

Since ν < 1, the surface limit stays below the chemical spinodal: elasticity still opposes unmixing, but less strongly. If η = 0, all three temperatures coincide.

**Q:** Give me numbers.

**A:** Take a model alloy with E = 100 GPa, ν = 0.3, η = 0.04, c₀ = 0.5, v = 0.02 nm³, Ω = 0.15 eV and κ = 0.1 GPa nm². Then

M = 100 × 0.04²/0.7 = 0.2286 GPa, Mv = 28.5 meV.

The chemical spinodal has k_BT = 0.25 × 2 × 150 = 75 meV, or 870 K. Coherency lowers it by 0.25 × 2 × 28.5 = 14.3 meV, or 166 K, to 705 K. The free surface returns 0.25 × 1.3 × 28.5 = 9.3 meV, or 108 K, and the limit becomes 812 K. The recovered fraction is 0.65.

For a wavelength of 20 nm, k = 0.314 nm⁻¹ and the root is s = 1.703 nm⁻¹. So

a = 0.1 × (1.703² − 0.314²) = 0.280 GPa.

Temperature is linear in a, and M(1+ν) = 0.297 GPa corresponds to 107.6 K. The threshold lies 107.6 × 0.280/0.297 ≈ 101 K above T_coh, at 806 K. At 5 nm it is 733 K, and at 100 nm it is 812 K to the nearest kelvin. Diagonalising the full second variation gives the same thresholds to the digits printed in the numerical output.

At 755 K, between T_coh and the 20 nm threshold, take a crystal 45 nm deep with its base clamped. The largest rate at that wavelength is +0.019m GPa/nm² with a free face and −0.016m GPa/nm² with a rigid one. In a much deeper crystal the rigid value approaches the bulk rate −mk²(a + κk²), about −0.015m GPa/nm², which is still negative. The same alloy at the same temperature unmixes near its face or homogenises, according to whether the face is free or held rigid.

The critical wavelength is 4.2 nm. There s = k = 1.49 nm⁻¹ and the profile tends to (1 + kz)e^(−kz), which falls to 1/e of its surface value within about 1.4 nm. On that scale a continuum gradient energy is no more than indicative. The long-wave limit does not depend on κ and is safer.

**Q:** Long waves need a deep crystal. What happens in a film?

**A:** Let only the top layer 0 < z < h be modulated, on a thick substrate with the same elastic constants. The energy formula still holds with q = 0 below h. Now ∫₀^h e^(−2kz) dz = (1−e^(−2kh))/(2k), so without gradient energy the threshold is

a = M(1+ν)(1−e^(−2kh)).

A wave so long that kh ≪ 1 loses most of the relief. With gradient energy, and no extra chemical cost at the film–substrate interface, use the trial q = e^(−kz) inside the film. Both ∫q² dz and Q equal I = (1−e^(−2kh))/(2k), and

4F/area = I[a + 2κk² − 2M(1+ν)kI].

The true threshold is therefore at least

a_trial = M(1+ν)(1−e^(−2kh)) − 2κk².

For small k this behaves as 2khM(1+ν), which is positive. Within the continuum model, a film of any thickness has wavelengths unstable above T_coh. Small k is penalised by the finite depth and large k by the gradient energy, so the highest threshold occurs at a finite wavelength.

For h = 20 nm the bound is largest at 46.6 nm, where k = 0.135 nm⁻¹ and e^(−2kh) = 0.0045:

a_trial = 0.297 × 0.9955 − 0.2 × 0.135² ≈ 0.292 GPa,

or 810.6 K. Full diagonalisation gives 810.7 K at 45.8 nm. For films of 10 and 50 nm the preferred wavelengths are about 29 and 89.5 nm, with thresholds of 808 and 812 K. These wavelengths are the first to become unstable on slow cooling. They need not be the fastest growing after a deep quench.

**Q:** Which of your assumptions could overturn the conclusion?

**A:** A surface energy that depends on composition changes the condition at z = 0 and can raise or lower the threshold. Cubic anisotropy makes M and the surface relief depend on direction. For a (001) face and a wave along [100] the factor survives: the least penalty is c₁₁/[2(c₁₁+c₁₂)] of the bulk ⟨100⟩ cost, which is (1−ν)/2 with ν = c₁₂/(c₁₁+c₁₂), about 0.34 for GaAs. A wave along [110] gives a different value on the same scale, higher for GaAs (0.49) and lower for Mo (0.30 against 0.37).

The flat face is less restrictive than it looks. Without mean misfit the uniform state is unstressed, so a small undulation of the surface has no elastic coupling to φ at quadratic order. The chemical product of height and φ is proportional to f′(c₀) and is removed by conservation of composition. Surface tension γ has been neglected. It resists the bulging of the face and couples its height to φ, but relative to the bulk elastic cost its effect is only of order γk/E, about 0.003 for γ = 1 J/m² at a wavelength of 20 nm. In the model alloy this resistance to bulging lowers the threshold by about 0.6 K at 20 nm and 2 K at 5 nm, and moves the critical wavelength from 4.2 to 4.3 nm. With mean misfit the elastic coupling appears, and composition and surface shape must be treated together.

Values computed for the example and the checks

```
Young modulus E = 100 GPa, Poisson ratio nu = 0.30
misfit strain per unit composition eta = 0.04
mean composition c0 = 0.50, site volume v = 0.020 nm^3
interaction Omega = 0.15 eV, kappa = 0.10 GPa nm^2
coherency modulus M = 0.22857 GPa
M v = 28.533 meV
largest relative error of closed elastic energy = 9.9e-12
buried modulation, energy / bulk coherent energy = 1.00000000
least penalty / bulk penalty, free face = 0.350000
least penalty / bulk penalty, rigid face = 1.000000
chemical spinodal T_chem = 870.34 K
bulk coherent spinodal T_coh = 704.79 K
free-surface limit T_surf = 812.40 K
coherent suppression T_chem - T_coh = 165.55 K
surface gain T_surf - T_coh = 107.61 K
recovered fraction = 0.6500
critical wavenumber k_c = 1.4928 1/nm
critical wavelength = 4.209 nm
wavelength 5 nm: s = 1.5400 1/nm, T formula = 733.479 K, T direct = 733.479 K
wavelength 10 nm: s = 1.6574 1/nm, T formula = 789.966 K, T direct = 789.966 K
wavelength 20 nm: s = 1.7027 1/nm, T formula = 806.210 K, T direct = 806.210 K
wavelength 50 nm: s = 1.7198 1/nm, T formula = 811.324 K, T direct = 811.324 K
wavelength 100 nm: s = 1.7227 1/nm, T formula = 812.119 K, T direct = 812.119 K
test temperature for growth at 20 nm = 755.50 K
top rate / mobility, free face = 1.892e-02 GPa/nm^2
top rate / mobility, rigid face = -1.573e-02 GPa/nm^2
top rate / mobility, free face, 5 K above threshold = -1.764e-03 GPa/nm^2
film 10 nm: best wavelength = 28.8 nm, T = 807.94 K
  trial bound: wavelength = 29.6 nm, T = 807.59 K
film 20 nm: best wavelength = 45.8 nm, T = 810.68 K
  trial bound: wavelength = 46.6 nm, T = 810.59 K
film 50 nm: best wavelength = 89.5 nm, T = 811.96 K
  trial bound: wavelength = 90.1 nm, T = 811.94 K
```
